\section*{What a fitted Raman relaxation exponent can and cannot identify}

\section{The argument under comment}

The manuscript reports a spin-lattice relaxation rate that follows $1/T_1\propto T^5$ between 20 and 100~K, and reasons as follows.
\begin{enumerate}
\item Two-phonon Raman relaxation gives $T^9$ for a Kramers doublet and $T^7$ for a non-Kramers doublet.
\item The exponent therefore tells which kind of doublet is relaxing.
\item The observed exponent is neither 7 nor 9, so the relaxation is not an ordinary Raman process.
\end{enumerate}
The first statement is a limit whose range has not been given. Two questions decide whether the others follow. Over what temperatures does a Debye spectrum produce these exponents? And which exponents can Raman scattering from optical phonons produce? Both can be answered from the golden rule.

\section{Where 7 and 9 come from}

\subsection{The scattering amplitude}

Let the ground doublet be a time-reversed pair, $|b\rangle=\Theta|a\rangle$, with $\Theta^2=\eta$ on these states: $\eta=-1$ for a Kramers ion and $\eta=+1$ for a non-Kramers ion. Its Zeeman splitting is neglected against the energies of the phonons that matter. One excited doublet, also closed under time reversal, lies at energy $\Delta$ above all phonon energies, so no phonon can populate it resonantly. The one-phonon direct process is left out.

A phonon mode of frequency $\omega$ couples through its strain to a Hermitian, time-reversal-even operator $V$, an energy per unit strain; a second mode, of frequency $\omega'$, couples through $V'$. The spin goes from $a$ to $b$ while the first phonon is absorbed and the second emitted. Absorption may come first or second, which gives the energy denominators $\hbar\omega-E_c$ and $-\hbar\omega'-E_c$ for an intermediate state $c$. With the ground energy set to zero and $\omega'=\omega$ by energy conservation, the excited doublet contributes
\begin{equation}
\mathcal A=-\frac{A}{\Delta-\hbar\omega}-\frac{B}{\Delta+\hbar\omega},\qquad
A=\langle b|V'PV|a\rangle,\quad B=\langle b|VPV'|a\rangle ,
\end{equation}
where $P$ projects on that doublet.

Antiunitarity, $\langle\phi|\chi\rangle=\langle\Theta\chi|\Theta\phi\rangle$, applied to $\chi=O\psi$ gives
\begin{equation}
\langle\phi|O|\psi\rangle=\langle\Theta\psi|\,\Theta O^\dagger\Theta^{-1}|\Theta\phi\rangle .
\label{eq:tr}
\end{equation}
Take $O=V'PV$, so that $O^\dagger=VPV'$, which is unchanged by $\Theta$. Since $\Theta|a\rangle=|b\rangle$ and $\Theta|b\rangle=\eta|a\rangle$, Eq.~\eqref{eq:tr} gives $A=\eta B$. Hence
\begin{align}
\text{Kramers }(B=-A):\quad
\mathcal A&=-A\left[\frac1{\Delta-\hbar\omega}-\frac1{\Delta+\hbar\omega}\right]
=-\frac{2A\hbar\omega}{\Delta^2-\hbar^2\omega^2},\\
\text{non-Kramers }(B=A):\quad
\mathcal A&=-A\left[\frac1{\Delta-\hbar\omega}+\frac1{\Delta+\hbar\omega}\right]
=-\frac{2A\Delta}{\Delta^2-\hbar^2\omega^2}.
\end{align}
The two orders nearly cancel for a Kramers ion, and what survives carries an extra factor $\hbar\omega/\Delta$.

The ground states themselves can also be intermediate states. They contribute
\begin{equation}
\frac{V'_{ba}V_{aa}+V'_{bb}V_{ba}-V_{ba}V'_{aa}-V_{bb}V'_{ba}}{\hbar\omega}=0 ,
\end{equation}
because Eq.~\eqref{eq:tr} with $O=V$ gives $V_{aa}=V_{bb}$, and likewise for $V'$. This cancellation needs the relaxing eigenstates to be the time-reversed pair. The term is a matrix element of the commutator of $V'$ and $V$ projected on the doublet, and that commutator is $2i\,\mathrm{Im}(V'_{ab}V_{ba})\,(|a\rangle\langle a|-|b\rangle\langle b|)$. For a Kramers ion $V_{ab}=0$ and it vanishes in any basis. A non-Kramers doublet, however, can be split in zero field, with eigenstates $(|a\rangle\pm|b\rangle)/\sqrt2$. Between these the commutator gives an amplitude $2i\,\mathrm{Im}(V'_{ab}V_{ba})/\hbar\omega$, larger than the excited-doublet term by a factor of order $\Delta/\hbar\omega$ for comparable couplings. The non-Kramers results below hold when this term is absent or negligible.

Let $G^4$ be the average of $|A|^2$ over pairs of modes. To leading order in $\hbar\omega/\Delta$ the magnitude of the amplitude is then
\begin{equation}
K=\frac{2G^2}{\Delta}\ \text{(non-Kramers)},\qquad
K=\frac{2G^2\hbar\omega}{\Delta^2}\ \text{(Kramers)}.
\label{eq:K}
\end{equation}

\subsection{The rate}

Consider a crystal of volume $\Omega$ and density $\rho$, with three acoustic branches of common sound speed $v$ and a Debye cutoff $\omega_D=k_B\theta/\hbar$. The squared strain amplitude of one mode, with $q=\omega/v$, and the mode density are
\begin{equation}
\varepsilon^2=q^2\,\frac{\hbar}{2\rho\Omega\omega}=\frac{\hbar\omega}{2\rho\Omega v^2},
\qquad g(\omega)=\frac{3\Omega\omega^2}{2\pi^2v^3}.
\end{equation}
Absorption brings a factor $n$ and emission a factor $n+1$, with $n$ the Bose occupation. The golden rule gives the one-way rate
\begin{align}
W&=\frac{2\pi}{\hbar^2}\int_0^{\omega_D}\!d\omega\,
\left(\frac{3\Omega\omega^2}{2\pi^2v^3}\right)^{2}
\left(\frac{\hbar\omega}{2\rho\Omega v^2}\right)^{2}K^2\,n(n+1)\nonumber\\
&=\frac{9}{8\pi^3\rho^2v^{10}}\int_0^{\omega_D}\!d\omega\,\omega^6K^2\,n(n+1).
\end{align}
The prefactor $1/\hbar^2$ contains one $1/\hbar$ from turning the energy delta function into one in frequency. The population difference decays at the sum of the two one-way rates, which are equal here, so $1/T_1=2W$.

Set $x=\hbar\omega/k_BT$ and define
\begin{equation}
F(x)=n(n+1)=\frac{e^x}{(e^x-1)^2}=\frac1{4\sinh^2(x/2)},\qquad
J_m(y)=\int_0^y x^mF(x)\,dx .
\end{equation}
Inserting Eq.~\eqref{eq:K} gives
\begin{align}
\frac1{T_1}&=\frac{9G^4}{\pi^3\rho^2v^{10}\Delta^2}
\left(\frac{k_BT}{\hbar}\right)^{7}J_6(\theta/T)&&\text{(non-Kramers)},\label{eq:nk}\\
\frac1{T_1}&=\frac{9\hbar^2G^4}{\pi^3\rho^2v^{10}\Delta^4}
\left(\frac{k_BT}{\hbar}\right)^{9}J_8(\theta/T)&&\text{(Kramers)}.\label{eq:kr}
\end{align}
Both have the form $T^{m+1}J_m(\theta/T)$, with $m=6$ or $m=8$. The powers 7 and 9 appear when $J_m$ has reached its limit for infinite argument. Expanding $F=\sum_{k\ge1}k\,e^{-kx}$ and integrating term by term,
\begin{equation}
J_m(\infty)=\sum_{k\ge1}k\,\frac{m!}{k^{m+1}}=m!\,\zeta(m),
\end{equation}
which is 732.5 for $m=6$ and 40484 for $m=8$.

\section{The first objection: the Debye exponent moves}

The quantity to compare with a log-log plot is the local exponent $p=d\ln(1/T_1)/d\ln T$. With $y=\theta/T$ one has $dy/d\ln T=-y$ and $dJ_m/dy=y^mF(y)$, so
\begin{equation}
p=m+1-\frac{y^{m+1}F(y)}{J_m(y)} .
\label{eq:p}
\end{equation}
For $x\gg1$ the integrand of $J_m$ is close to $x^me^{-x}$, which peaks at $x=m$. The phonons that matter at low temperature thus have energies near $6k_BT$ or $8k_BT$, not $k_BT$. They meet the cutoff when $T$ is still a small fraction of $\theta$.

At high temperature, $\sinh^2(x/2)=(x^2/4)(1+x^2/12+\dots)$ gives $F=x^{-2}-\tfrac1{12}+\dots$, and
\begin{align}
J_m(y)&=\frac{y^{m-1}}{m-1}-\frac{y^{m+1}}{12(m+1)}+\dots,\\
T^{m+1}J_m(\theta/T)&=\frac{\theta^{m-1}T^2}{m-1}
\left[1-\frac{m-1}{12(m+1)}\frac{\theta^2}{T^2}+\dots\right],\\
p&=2+\frac{m-1}{6(m+1)}\frac{\theta^2}{T^2}+\dots
\end{align}
The last line follows because $-c\,T^{-2}$ in the logarithm contributes $+2c\,T^{-2}$ to the slope. The limit $T^2$ is classical: each mode has occupation $k_BT/\hbar\omega$, and two phonons take part. In the exponent, the number $m$, which held the difference between the two kinds of ion, survives only in the correction; it still enters the magnitude through $\theta^{m-1}/(m-1)$.

\subsection{Numbers for a model crystal}

Take $\theta=100$~K, which is $69.5~\mathrm{cm^{-1}}$, with $v=2000$~m/s, $\rho=2000~\mathrm{kg/m^3}$, $\Delta=1000~\mathrm{cm^{-1}}$ and $G=300~\mathrm{cm^{-1}}$. The neglected term $(\hbar\omega/\Delta)^2$ is then at most 0.5\% of the amplitude.

At 2~K, Eq.~\eqref{eq:nk} needs $k_BT/\hbar=0.02\,\omega_D=2.618\times10^{11}~\mathrm{s^{-1}}$. It also needs $G^2/\Delta=90~\mathrm{cm^{-1}}=(90/69.5)\hbar\omega_D=1.788\times10^{-21}$~J. Hence
\begin{equation}
\frac1{T_1}=\frac{9}{\pi^3}\,
\frac{(1.788\times10^{-21})^2\,(2.618\times10^{11})^7\,(732.5)}
{(2000)^2(2000)^{10}}~\mathrm{s^{-1}}=14.0~\mathrm{s^{-1}} .
\end{equation}
The Kramers rate is smaller by the factor $(k_BT/\Delta)^2J_8/J_6=(1.39\times10^{-3})^2\times55.3=1.07\times10^{-4}$, which gives $1.5\times10^{-3}~\mathrm{s^{-1}}$. Other temperatures give:
\begin{center}
\begin{tabular}{rcccc}
$T$ (K) & \multicolumn{2}{c}{Kramers} & \multicolumn{2}{c}{non-Kramers}\\
 & $1/T_1$ (s$^{-1}$) & $p$ & $1/T_1$ (s$^{-1}$) & $p$\\
5 & $5.7$ & 8.97 & $8.5\times10^{3}$ & 7.00\\
10 & $2.0\times10^{3}$ & 7.32 & $9.5\times10^{5}$ & 6.29\\
20 & $1.1\times10^{5}$ & 4.33 & $3.5\times10^{7}$ & 4.07\\
50 & $2.0\times10^{6}$ & 2.49 & $5.9\times10^{8}$ & 2.44\\
100 & $9.7\times10^{6}$ & 2.13 & $2.8\times10^{9}$ & 2.12\\
300 & $9.2\times10^{7}$ & 2.01 & $2.7\times10^{10}$ & 2.01
\end{tabular}
\end{center}

The Kramers exponent has dropped to 8.9 at 5.7~K, about $\theta/17$. It passes 7 at 10.7~K, where a short run of data would suggest a non-Kramers ion. It is 3 at 34~K, a third of the Debye temperature. To say that the rate becomes quadratic ``above $\theta$'' is correct as a limit, but most of the change has happened well below $\theta$. Extending the $T^9$ law from 2~K to 100~K overestimates the rate by a factor of $3\times10^5$.

A straight line fitted to the Kramers curve between 10 and 30~K has slope 4.96; for the non-Kramers curve it is 4.56. A fitted slope near 5 can thus come from acoustic phonons and a Kramers doublet with no further mechanism, though the curve is bent: its local exponent falls from 7.3 to 3.2 across this range, and it departs from a power law of that slope by up to about 30\%. In this model the shape depends on $T/\theta$ alone, so the same slope would appear between 20 and 60~K if $\theta$ were 200~K. The manuscript's window is wider, a factor of five in temperature. For $\theta=100$~K the fitted slopes over 20--100~K are 2.73 and 2.66, which do not match the reported 5. Raising $\theta$ moves the window to smaller $T/\theta$ and raises the fitted Kramers slope continuously towards 9, so some larger $\theta$ gives a fitted slope of 5 over 20--100~K. This happens at $\theta\approx255$~K for the Kramers curve and at $\theta\approx300$~K for the non-Kramers one. Such curves are strongly bent, however: between 20 and 100~K the local exponent falls from 8.3 to 2.8 and from 6.9 to 2.9, and the departure from $T^5$ reaches about 55\% and 45\%. A rate that stays close to $T^5$ over the whole window is therefore not the Debye rate of Eq.~\eqref{eq:nk} or \eqref{eq:kr}. Both assume an excited doublet above all phonon energies. If instead the doublet of a Kramers ion lies low, $\Delta\ll\hbar\omega$ for the phonons that matter, the amplitude $-2A\hbar\omega/(\Delta^2-\hbar^2\omega^2)$ tends to $2A/\hbar\omega$. If the resonant contribution near $\hbar\omega=\Delta$ is negligible, which has to be checked separately, the acoustic rate then takes the form $T^5J_4(\theta/T)$. By Eq.~\eqref{eq:p} with $m=4$ its exponent stays above 4.9 only below about $\theta/11$, so an exponent this close to 5 up to 100~K would need $\theta$ of about 1100~K. A looser match needs less: over 20--100~K the curve stays within about 5\% of $T^5$ for $\theta=800$~K and within about 15\% for $\theta=600$~K. A non-Kramers doublet whose eigenstates are mixed by a zero-field splitting also has an amplitude proportional to $1/\hbar\omega$, from the ground-state term above. Its acoustic rate has the same form $T^5J_4(\theta/T)$, and the same conditions on $\theta$ apply. A doublet lying among the acoustic phonon energies is not treated here. Optical phonons are the other case to consider before Raman relaxation is excluded.

\section{The second objection: optical bands}

\subsection{One band}

A perfectly sharp, undamped optical mode has no proper golden-rule rate, since the energy delta function would be evaluated at zero. A band of finite width is needed. Let the squared coupling of the band be distributed in frequency as a normalized Gaussian $g_0(\omega)$ with centre $\omega_0$ and standard deviation $\sigma$, and let $K$ vary little across it. Absorption and emission each bring one factor $g_0$, so the rate contains
\begin{equation}
\int g_0^2\,n(n+1)\,d\omega,\qquad
g_0^2=\frac{1}{2\pi\sigma^2}\,e^{-(\omega-\omega_0)^2/\sigma^2},\qquad
\int g_0^2\,d\omega=\frac{\sqrt\pi\,\sigma}{2\pi\sigma^2}=\frac1{2\sqrt\pi\,\sigma}.
\end{equation}
The squared Gaussian has variance $\sigma^2/2$. Expanding $F$ to second order about the centre therefore multiplies $F(x_0)$, with $x_0=\hbar\omega_0/k_BT$, by $1+\tfrac14(\hbar\sigma/k_BT)^2F''/F$. From $F'/F=-\coth(x/2)$,
\begin{equation}
\frac{F''}{F}=\coth^2\frac x2+\frac1{2\sinh^2(x/2)}
=1+\frac{3}{2\sinh^2(x/2)}=1+6F .
\end{equation}
For a band at $100~\mathrm{cm^{-1}}$ with $\hbar\sigma=3~\mathrm{cm^{-1}}$ at 20~K the correction is 1.2\%. At high temperature $6F\approx6/x_0^2$, and the correction tends to $\tfrac32(\sigma/\omega_0)^2$. When $\hbar\sigma\ll k_BT$ and $\sigma\ll\omega_0$, then, one band gives $1/T_1=w\,F(\hbar\omega_0/k_BT)$. The weight $w\ge0$ collects the couplings, the width and the energy denominators. For a Kramers ion it is nonzero only if the modes of the band couple through operators that are not all proportional, since $V'\propto V$ together with $B=-A$ gives $A=0$. It does not depend on temperature as long as the band itself does not.

The local exponent of one band is
\begin{equation}
\frac{d\ln F}{d\ln T}=-x\frac{F'}{F}=x\coth\frac x2\ \ge\ 2 ,
\label{eq:bound}
\end{equation}
where the inequality follows from $\tanh u\le u$ for $u\ge0$. For the band at $100~\mathrm{cm^{-1}}$ it is 7.2 at 20~K, 3.2 at 50~K and 2.3 at 100~K. Near 20~K this single band could be taken for the non-Kramers law.

\subsection{Several bands: what can be imitated}

Narrow bands that do not overlap add without cross terms, because a phonon absorbed from one cannot be emitted into another at the same energy. Then $1/T_1=\sum_jw_jF(E_j/k_BT)$, with $E_j$ the band energies. The local exponent of the sum is the mean of the values in Eq.~\eqref{eq:bound}, weighted by each band's share of the rate, so it is at least 2. A Raman rate with positive weights and band energies that do not depend on temperature cannot give a local exponent below 2. If an exponent below 2 is measured, then some weight falls with temperature, for instance because a band broadens, or some band energy rises with temperature, or another process is present.

Every power above 2 can be approached. For $p>2$,
\begin{equation}
\int_0^\infty x^{p-1}F(x)\,dx=\sum_{k\ge1}k\,\frac{\Gamma(p)}{k^{p}}=\Gamma(p)\,\zeta(p-1)\equiv M(p),
\end{equation}
and the condition on $p$ comes from $x\to0$, where the integrand behaves as $x^{p-3}$. Substituting $x=E/k_BT$,
\begin{equation}
\int_0^\infty E^{p-1}F(E/k_BT)\,dE=M(p)\,(k_BT)^p .
\end{equation}
A pure power law is thus a continuous superposition of Raman terms with positive weights.

Now replace the integral by a ladder of bands $E_j=E_0r^j$. With $h=\ln r$ and $dE=E\,d\ln E$, the weights are $hE_j^p$. Writing $u_0=\ln(E_0/k_BT)$ and using Poisson summation,
\begin{equation}
\frac{1}{(k_BT)^p}\sum_j hE_j^pF(E_j/k_BT)
=\sum_{k=-\infty}^{\infty}M\!\left(p-\frac{2\pi ik}{h}\right)e^{2\pi iku_0/h}.
\end{equation}
The term $k=0$ is the power law. The terms $k=\pm1$ are complex conjugates and add a ripple, periodic in $\ln T$, of relative amplitude $2|M(p+2\pi i/h)|/M(p)$. For $p=5$ this is 0.3\% when neighbouring energies differ by a factor of 2, and 3\% for a factor of 2.5. For $p=7$ the figures are 1.2\% and 9\%. Widely spaced bands are therefore enough, though a steeper law needs closer spacing for the same accuracy.

\subsection{Three bands in the manuscript's window}

A finite temperature window needs a finite piece of such a ladder. A search for three bands with positive weights, aimed at $1000~\mathrm{s^{-1}}\,(T/20~\mathrm K)^p$ between 20 and 100~K, gives the following. Deviations are relative to the target.
\begin{center}
\begin{tabular}{ccc}
$p$ & bands (cm$^{-1}$) & largest deviation\\
3 & 30, 110, 290 & 0.6\%\\
4 & 49, 152, 400 & 1.8\%\\
5 & 67, 178, 400 & 1.8\%\\
6 & 79, 178, 400 & 4.3\%\\
7 & 93, 210, 471 & 4.8\%
\end{tabular}
\end{center}
For $p=5$ the weights are $1.197\times10^5$, $1.132\times10^7$ and $6.067\times10^8~\mathrm{s^{-1}}$. At 20~K, where $k_BT=13.9~\mathrm{cm^{-1}}$, the three terms are
\begin{equation}
981+31+0.0002\approx1012~\mathrm{s^{-1}},
\end{equation}
against a target of 1000. At 100~K, where $k_BT=69.5~\mathrm{cm^{-1}}$, they are
\begin{equation}
(0.119+1.026+1.933)\times10^6=3.08\times10^6~\mathrm{s^{-1}},
\end{equation}
against $1000\times5^5=3.125\times10^6$. The lowest band supplies 97\% of the rate at the cold end and 4\% at the hot end, where the highest supplies 63\%. As each band flattens towards $T^2$, the next one, still steep, takes over and holds the total slope near 5.

This shows that the exponent does not exclude Raman relaxation. It does not show that the crystal in question has these bands with these weights, which rise by a factor of about 5000 from the lowest to the highest. That has to be checked against its phonon spectrum and couplings.

\section{What the data could decide}

The imitation fails outside its window. The three-band model for $p=5$ has local exponent 12 at 8~K, where the lowest band is freezing out, and 2.3 at 400~K. In a real crystal the acoustic part must take over on cooling, since a power of $T$ falls more slowly than $e^{-E/k_BT}$. Data at lower temperature need not settle the question, however, since a further band at low energy can extend the imitation downward. A further band at high energy can likewise extend it upward: four bands, the highest near $1000~\mathrm{cm^{-1}}$, follow $T^5$ within about 4\% from 20 to 300~K. The upward extension does have a limit. Once $k_BT$ exceeds the highest band energy, Eq.~\eqref{eq:bound} keeps the exponent of any sum of bands below 2.2, while a true power law keeps its exponent; for a highest band at $400~\mathrm{cm^{-1}}$ that point lies near 580~K. A separately determined phonon spectrum would fix the $E_j$ instead of leaving them free.

To tell a Kramers from a non-Kramers doublet by the exponent, the acoustic Raman rate has to be followed to low temperature. By Eq.~\eqref{eq:p}, which holds to leading order in $\hbar\omega/\Delta$, the non-Kramers exponent never exceeds 7; the Kramers exponent exceeds 7 only below about $\theta/9$, and comes within 0.1 of its limit 9 only below about $\theta/17$. In the example the latter means rates of about $20~\mathrm{s^{-1}}$ or less for the Kramers ion, and any other process of that size would hide the limit. At higher temperature the two curves still differ in magnitude, by a factor of about 300 at 100~K, but that factor, $(\Delta/k_BT)^2J_6/J_8$, depends on $\Delta$ and $\theta$, and each rate scales as $G^4$, so the magnitude is no signature unless these are known.

The manuscript's third statement should be withdrawn, and the second restricted to the low-temperature acoustic limit, with the excited doublet above the phonon energies and relaxing eigenstates that form a time-reversed pair; otherwise either kind of ion can give $T^5$ in that limit. What the reported slope supports is weaker: between 20 and 100~K the rate is compatible with $T^5$, and Raman scattering from a few optical bands is one possible cause. The numerical check checks the amplitudes, the golden-rule prefactor, the exponent formulas and the ripple by independent calculations.

\section*{Table of computed values}
\begin{verbatim}
Debye temperature 100 K = 69.50 cm^-1
v = 2000 m/s, rho = 2000 kg/m^3
Delta = 1000 cm^-1, G = 300 cm^-1
Debye angular frequency 1.3092e+13 rad/s
J_6(inf) = 732.487, J_8(inf) = 40484.40
Amplitude power of omega: Kramers 1.0000, non-Kramers 0.0000
Box sum / formula: m=6 1.0020, m=8 1.0012
T (K) | Kramers 1/T1 (s^-1), exponent | non-Kramers same
   2 | 1.495e-03, 9.000 | 1.400e+01, 7.000
   5 | 5.692e+00, 8.974 | 8.543e+03, 6.996
  10 | 1.952e+03, 7.322 | 9.538e+05, 6.289
  20 | 1.055e+05, 4.332 | 3.483e+07, 4.072
  50 | 2.004e+06, 2.486 | 5.933e+08, 2.444
 100 | 9.663e+06, 2.127 | 2.815e+09, 2.117
 300 | 9.208e+07, 2.014 | 2.670e+10, 2.013
Kramers exponent 8.9 at T = 5.74 K
Kramers exponent 7 at T = 10.73 K
Kramers exponent 5 at T = 16.73 K
Kramers exponent 3 at T = 33.65 K
Kramers exponent 2.1 at T = 113.11 K
non-Kramers exponent 6.9 at T = 6.96 K
non-Kramers exponent 5 at T = 14.97 K
non-Kramers exponent 3 at T = 31.82 K
non-Kramers exponent 2.1 at T = 108.27 K
Fit 2-5 K: Kramers 9.00, non-Kramers 7.00
Fit 10-30 K: Kramers 4.96, non-Kramers 4.56
Fit 20-100 K: Kramers 2.73, non-Kramers 2.66
Fit 100-300 K: Kramers 2.05, non-Kramers 2.04
T^9 from 2 K overestimates the 100 K rate by factor 3.022e+05
Band 100 cm^-1, sigma 3 cm^-1, 20 K: width correction 1.17 %
Single 100 cm^-1 band, exponent at 20, 50, 100 K: 7.205, 3.221, 2.334
Lowest exponent in 300 random spectra: 2.00020
Ladder ratio 2.0: ripple for p=3,5,7 (%): 0.030, 0.321, 1.234
Ladder ratio 2.5: ripple for p=3,5,7 (%): 0.424, 3.135, 8.565
Three-band imitations, 20-100 K, target 1000 s^-1 at 20 K
p=3: bands 30, 110, 290 cm^-1; max dev 0.61 %; fitted 3.000
  weights (s^-1): 6.382e+03, 1.503e+05, 2.674e+06
p=4: bands 49, 152, 400 cm^-1; max dev 1.82 %; fitted 3.999
  weights (s^-1): 3.134e+04, 1.952e+06, 9.344e+07
p=5: bands 67, 178, 400 cm^-1; max dev 1.84 %; fitted 4.999
  weights (s^-1): 1.197e+05, 1.132e+07, 6.067e+08
p=6: bands 79, 178, 400 cm^-1; max dev 4.33 %; fitted 5.999
  weights (s^-1): 2.623e+05, 2.730e+07, 3.857e+09
p=7: bands 93, 210, 471 cm^-1; max dev 4.80 %; fitted 6.998
  weights (s^-1): 7.562e+05, 1.930e+08, 5.726e+10
T^5 imitation, exponent at 8, 20, 45, 100, 400 K: 12.05, 5.14, 5.00, 4.72, 2.31
\end{verbatim}
